\section*{Bethe Asymptotic Cross Section for Excitation by Fast Electrons}

\section{Why a pure inverse-energy law is not enough}

Suppose the cross section for exciting hydrogen from 1s to 2p is known at an electron energy of 100 hartree, and is extrapolated to 1000 hartree by assuming that it falls as $1/E$. In the first Born approximation it is $0.2018\,a_0^2$ at the lower energy, so the extrapolation gives $0.0202\,a_0^2$. The directly integrated Born value is $0.0282\,a_0^2$: the extrapolation is 28\% too low relative to it. For 1s to 2s the same extrapolation reproduces the nonrelativistic Born value to about 0.1\%. The difference is a logarithm, present when the transition has an electric dipole element and absent when it has none.

Hartree atomic units are used: lengths are in $a_0$, energies in hartree, and $\ln E$ means the logarithm of the number of hartrees.

\section{Assumptions and theorem}

An electron with momentum $\mathbf k$ and energy $E=k^2/2$ strikes a neutral atom with an infinitely heavy nucleus of charge $Z$. The atom goes from level 0 to a different discrete level $n$, with excitation energy $\omega>0$, and the electron leaves with momentum $\mathbf k'$, where $k'^2=k^2-2\omega$. The momentum transfer is $\mathbf q=\mathbf k-\mathbf k'$. The assumptions are:
\begin{enumerate}
\item The projectile is nonrelativistic, and the interaction acts once, between plane waves (first Born approximation). Exchange with the atomic electrons is neglected.
\item Both levels have definite parity. Cross sections are averaged over initial and summed over final magnetic sublevels, which an overline denotes.
\item The generalized oscillator strength defined below falls at least as fast as $q^{-4}$ at large $q$.
\end{enumerate}

With $\mathbf r_j$ the positions of the atomic electrons, define
\begin{equation}
F(\mathbf q)=\langle n|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|0\rangle,
\qquad f(q)=\frac{2\omega}{q^2}\,\overline{|F(\mathbf q)|^2}.
\label{gos}
\end{equation}
The average and sum over sublevels remove any dependence on the direction of $\mathbf q$.

\paragraph{Theorem.} Let $f(q)=f_0+f_1q^2+\dots$ at small $q$, and let
\begin{equation}
L=\int_0^1[f(q)-f_0]\,d\ln q^2+\int_1^\infty f(q)\,d\ln q^2 .
\label{L}
\end{equation}
Then, for fixed $\omega$ and $E\to\infty$,
\begin{equation}
\sigma=\frac{A\ln E+B}{E}+\frac{C}{E^2}+O(E^{-3}),
\label{main}
\end{equation}
\begin{equation}
A=\frac{\pi f_0}{\omega},\qquad
B=\frac{\pi}{\omega}\left[f_0\ln\frac{2}{\omega^2}+L\right],\qquad
C=-\frac{\pi}{2}(f_0+\omega f_1).
\label{ABC}
\end{equation}
Here $f_0$ is the optical dipole oscillator strength. If all dipole elements between the two levels vanish, then $A=0$ and $\sigma\to B/E$.

\section{From the interaction to an integral over momentum transfer}

\paragraph{Lemma 1.} Under the first two assumptions,
\begin{equation}
\sigma=\frac{\pi}{\omega E}\int_{q_{\min}}^{q_{\max}}f(q)\,d\ln q^2,
\qquad q_{\min}=k-k',\quad q_{\max}=k+k'.
\label{integral}
\end{equation}

\paragraph{Proof.} The projectile at $\mathbf R$ interacts with the atom through $V=-Z/R+\sum_j|\mathbf R-\mathbf r_j|^{-1}$. Put $V_{n0}(\mathbf R)=\langle n|V|0\rangle$ and $\tilde V=\int e^{i\mathbf q\cdot\mathbf R}V_{n0}\,d^3R$. For plane waves normalized in a volume $\mathcal V$, the matrix element is $\tilde V/\mathcal V$. The golden rule gives the rate into $d\Omega$ as
\begin{equation}
2\pi\,\mathcal V\,d\Omega\int\frac{k'^2dk'}{(2\pi)^3}\,
\frac{|\tilde V|^2}{\mathcal V^2}\,
\delta\!\left(\frac{k^2-k'^2}{2}-\omega\right)
=\frac{k'|\tilde V|^2}{4\pi^2\mathcal V}\,d\Omega ,
\end{equation}
because the delta function contributes $1/k'$. Division by the incident flux $k/\mathcal V$ yields
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{k'}{k}\,\frac{|\tilde V|^2}{4\pi^2}.
\label{born}
\end{equation}

The nuclear term contains no atomic coordinate, so it multiplies $\langle n|0\rangle=0$ and drops out. For each electron, shift the origin by $\mathbf R=\mathbf r_j+\boldsymbol\rho$ and insert a screening factor $e^{-\mu\rho}$:
\begin{equation}
\int e^{i\mathbf q\cdot\boldsymbol\rho}\frac{e^{-\mu\rho}}{\rho}\,d^3\rho
=\frac{4\pi}{q}\int_0^\infty e^{-\mu\rho}\sin(q\rho)\,d\rho
=\frac{4\pi}{q^2+\mu^2}.
\label{yukawa}
\end{equation}
Letting $\mu\to0$ gives $\tilde V=4\pi F/q^2$, and therefore
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{k'}{k}\,\frac{4\,\overline{|F|^2}}{q^4}.
\label{dsdo}
\end{equation}

Since $q^2=k^2+k'^2-2kk'\cos\theta$, we have $q\,dq=kk'\sin\theta\,d\theta$. Integration over the azimuth turns $d\Omega$ into $2\pi q\,dq/(kk')$, so
\begin{equation}
\sigma=\frac{8\pi}{k^2}\int_{q_{\min}}^{q_{\max}}
\overline{|F|^2}\,\frac{dq}{q^3}
=\frac{4\pi}{k^2\omega}\int_{q_{\min}}^{q_{\max}}f(q)\,\frac{dq}{q}.
\label{q3}
\end{equation}
The second form uses $\overline{|F|^2}=q^2f/(2\omega)$. With $k^2=2E$ and $dq/q=\tfrac12d\ln q^2$ this is (\ref{integral}). $\square$

\section{The optical limit and the selection rule}

\paragraph{Lemma 2.} Near $q=0$, $f$ is a power series in $q^2$, and
\begin{equation}
f_0=\frac{2\omega}{3}\,\overline{|\mathbf D|^2},\qquad
\mathbf D=\langle n|\sum_j\mathbf r_j|0\rangle .
\label{f0}
\end{equation}
Moreover, $f_0=0$ if and only if every dipole element between the two levels vanishes.

\paragraph{Proof.} Take $\mathbf q$ along $z$. Bound states decay exponentially, so the exponential may be expanded for small $q$:
\begin{equation}
F=\sum_j\left[\langle n|0\rangle+iq\langle n|z_j|0\rangle
-\frac{q^2}{2}\langle n|z_j^2|0\rangle+\dots\right].
\end{equation}
The first term is zero by orthogonality. If the levels have opposite parity, only odd powers remain; if they have equal parity, only even powers. In both cases $|F|^2$ is a series in $q^2$ that starts at $q^2$ or later, and so $f$ is a series in $q^2$.

The $q^2$ term of $\overline{|F|^2}$ is $q^2\,\overline{|D_z|^2}$. Rotational invariance gives $\overline{|D_z|^2}=\overline{|\mathbf D|^2}/3$, and (\ref{gos}) yields (\ref{f0}). The overline is a sum of nonnegative terms with positive weights, so it vanishes only if each term does. $\square$

For a forbidden transition between levels of equal parity, $\overline{|F|^2}$ starts at $q^4$ or later. Monopole transitions such as 1s--2s and quadrupole transitions such as 1s--3d both belong here. Since $f\ge0$ and $f_0=0$, it follows that $f_1\ge0$.

\section{Proof of the theorem}

Put $\varepsilon=\omega/E$, so that $k'=k\sqrt{1-\varepsilon}$. From $1-\sqrt{1-\varepsilon}=\varepsilon/2+\varepsilon^2/8+O(\varepsilon^3)$ and $k^2=2E$,
\begin{equation}
q_{\min}^2=2E\,\frac{\varepsilon^2}{4}
\left(1+\frac{\varepsilon}{4}+\dots\right)^2
=\frac{\omega^2}{2E}\left[1+\frac{\omega}{2E}+O(E^{-2})\right].
\label{qmin}
\end{equation}
Let $J$ be the integral in (\ref{integral}). Subtract and restore $f_0$ below $q=1$, then extend both remaining integrals to the limits used in $L$:
\begin{equation}
J=-f_0\ln q_{\min}^2+L
-\int_0^{q_{\min}}(f-f_0)\,d\ln q^2
-\int_{q_{\max}}^\infty f\,d\ln q^2 .
\label{J}
\end{equation}
The first correction follows from the series for $f$, with $u=q^2$:
\begin{equation}
\int_0^{q_{\min}^2}(f_1+O(u))\,du
=f_1q_{\min}^2+O(q_{\min}^4)
=\frac{f_1\omega^2}{2E}+O(E^{-2}).
\end{equation}
The last integral in (\ref{J}) is $O(q_{\max}^{-4})=O(E^{-2})$ by the third assumption. Finally, (\ref{qmin}) gives $-\ln q_{\min}^2=\ln(2E/\omega^2)-\omega/(2E)+O(E^{-2})$. Collecting terms,
\begin{equation}
J=f_0\ln E+f_0\ln\frac{2}{\omega^2}+L
-\frac{\omega}{2E}(f_0+\omega f_1)+O(E^{-2}).
\end{equation}
Multiplication by $\pi/(\omega E)$ gives (\ref{main}) and (\ref{ABC}). $\square$

\paragraph{Remark on units.} If $E=x/h$, where $x$ is the energy in electronvolts and $h=27.211$ is the number of electronvolts in one hartree, then $A\ln E+B=A\ln x+(B-A\ln h)$. The coefficient of the logarithm in this bracket is unchanged, while the constant depends on the unit. For a forbidden transition the constant in the bracket does not shift, though the prefactor $1/E=h/x$ still rescales the whole expression.

\paragraph{Remark on small excitation energy.} By (\ref{f0}), $A=(2\pi/3)\overline{|\mathbf D|^2}$, which stays finite as $\omega\to0$ at fixed dipole element. But $B$ contains $A\ln(2/\omega^2)$ and diverges. The minimum momentum transfer then tends to zero, and nothing in this model cuts off the long-range interaction.

\section{The same result in terms of distance}

Consider a projectile on a straight line at impact parameter $b$ with speed $v=\sqrt{2E}$. Far outside the atom, $|\mathbf R-\mathbf r|^{-1}$ contributes the dipole term $\mathbf r\cdot\mathbf R/R^3$. When $b\ll v/\omega$, the phase $e^{i\omega t}$ hardly changes during the passage time $b/v$, and the first-order amplitude is
\begin{equation}
a=-\frac{i}{v}\int_{-\infty}^{\infty}
\frac{\mathbf D\cdot(\mathbf b+z\hat{\mathbf z})}{(b^2+z^2)^{3/2}}\,dz
=-\frac{2i\,\mathbf D\cdot\mathbf b}{vb^2},
\end{equation}
because the term odd in $z$ integrates to zero and $\int(b^2+z^2)^{-3/2}dz=2/b^2$. The probability, with $\overline{|\mathbf D\cdot\hat{\mathbf b}|^2}=f_0/(2\omega)$, is $2f_0/(\omega v^2b^2)$. Distances between a fixed $b_1$ outside the atom and $b_2$ contribute
\begin{equation}
\int_{b_1}^{b_2}2\pi b\,\frac{2f_0}{\omega v^2b^2}\,db
=\frac{4\pi f_0}{\omega v^2}\ln\frac{b_2}{b_1}.
\end{equation}
Beyond $b\sim v/\omega$ the phase oscillates during the passage and suppresses the transition, so $b_2\propto v$. Then $\ln b_2=\tfrac12\ln E+\text{const}$, and with $v^2=2E$ the coefficient of $(\ln E)/E$ is $\pi f_0/\omega=A$. The cutoff's numerical factor affects only $B$. Thus the logarithm counts the distant collisions that become effective as the projectile gets faster.

For 1s--2s the transition potential is spherical and decays exponentially, so the phase can be dropped at high speed for all relevant $b$. With $\chi(b)=\int V_{n0}\,dz$,
\begin{equation}
\sigma\to\frac{2\pi}{v^2}\int_0^\infty b\,\chi^2\,db,
\qquad B=\pi\int_0^\infty b\,\chi^2\,db .
\label{impact}
\end{equation}
This agrees with the Born result. The two-dimensional Fourier transform of $\chi$ is $\tilde V$ at momentum transfer perpendicular to the path, namely $4\pi F/q^2$. Parseval's theorem gives
\begin{equation}
\int\chi^2\,d^2b=\int\frac{d^2q}{(2\pi)^2}\,\frac{16\pi^2|F|^2}{q^4}
=8\pi\int_0^\infty|F|^2\frac{dq}{q^3},
\end{equation}
which, divided by $v^2$, is the high-energy limit of (\ref{q3}).

\section{Hydrogen in closed form}

For $n=2$, $\omega=3/8$. With $\mathbf q$ along $z$ only the $m=0$ sublevel of 2p contributes. The functions are
\begin{equation}
\phi_{1s}=\frac{e^{-r}}{\sqrt\pi},\quad
\phi_{2s}=\frac{(1-r/2)e^{-r/2}}{\sqrt{8\pi}},\quad
\phi_{2p}=\frac{z\,e^{-r/2}}{\sqrt{32\pi}}.
\end{equation}
Let $\lambda=3/2$ and $\Delta=\lambda^2+q^2$. Differentiating (\ref{yukawa}) with respect to the screening constant gives
\begin{equation}
I=\int e^{iqz-\lambda r}d^3r
=-\frac{\partial}{\partial\lambda}\frac{4\pi}{\Delta}
=\frac{8\pi\lambda}{\Delta^2}.
\end{equation}

\paragraph{The allowed transition 1s--2p.} A factor $z$ in the integrand is produced by $-i\,\partial/\partial q$, so
\begin{equation}
F=\frac{1}{\pi\sqrt{32}}\left(-i\frac{\partial I}{\partial q}\right)
=\frac{i\sqrt{32}\,\lambda q}{\Delta^3},
\qquad |F|^2=\frac{72q^2}{\Delta^6}.
\end{equation}
Therefore $f=\tfrac34\cdot72/\Delta^6=54/\Delta^6$, or
\begin{equation}
f(q)=\frac{f_0}{(1+4q^2/9)^6},\qquad
f_0=54\left(\frac49\right)^6=\frac{2^{13}}{3^9}=0.4162 .
\end{equation}
To find $L$, put $x=4q^2/9$ and use the geometric sum
\begin{equation}
\frac{1}{x(1+x)^6}=\frac1x-\sum_{j=1}^6\frac{1}{(1+x)^j}.
\end{equation}
Integrated from a small $x_0$ to infinity, the terms $1/x$ and $j=1$ together give $-\ln x_0$ up to a vanishing remainder. The others subtract $1+\frac12+\frac13+\frac14+\frac15=137/60$. Since $-\ln x_0=-\ln q_0^2+\ln(9/4)$, comparison with $-f_0\ln q_0^2+L$ yields $L=f_0[\ln(9/4)-137/60]$. As $2/\omega^2=128/9$, the logarithms combine into $\ln32$:
\begin{equation}
\sigma_{2p}\simeq\frac AE\left[\ln(32E)-\frac{137}{60}\right],
\qquad A=\frac{2^{16}\pi}{3^{10}}=3.4867 .
\end{equation}
The expansion of $f$ has $f_1=-\tfrac{24}{9}f_0=-\tfrac83f_0$. Hence $\omega f_1=-f_0$ and $C=0$: the shift of $q_{\min}$ and the slope of $f$ cancel for this transition.

\paragraph{The forbidden transition 1s--2s.} A factor $r$ is produced by $-\partial/\partial\lambda$, so
\begin{align}
F&=\frac{1}{\pi\sqrt8}\left(I+\frac12\frac{\partial I}{\partial\lambda}\right)
=\frac{8}{\sqrt8}\left[\frac{\lambda+1/2}{\Delta^2}
-\frac{2\lambda^2}{\Delta^3}\right]\nonumber\\
&=\frac{8}{\sqrt8}\,\frac{2\Delta-9/2}{\Delta^3}
=\frac{4\sqrt2\,q^2}{\Delta^3}.
\end{align}
The constant has cancelled, as orthogonality requires. Now $f=\tfrac34\cdot32q^2/\Delta^6=24q^2/\Delta^6$, so $f_0=0$, and
\begin{equation}
L=24\int_0^\infty\frac{du}{(u+9/4)^6}
=\frac{24}{5}\left(\frac49\right)^5,\qquad
B=\frac{8\pi}{3}L=\frac{2^{16}\pi}{5\cdot3^{10}}=0.6973 .
\end{equation}
The next coefficient is $C=-(\pi/2)(3/8)\,24(4/9)^6=-0.1090$. Both $f$ functions fall faster than the third assumption demands.

\section{Reading the numbers}

At $E=100$ hartree (2721 eV), the asymptotic formula for 2p gives
\begin{equation}
\sigma_{2p}=\frac{3.4867\times4.6052+4.1227}{100}
=0.2018\,a_0^2=565\ \mathrm{pm}^2,
\end{equation}
and for 2s it gives $0.6973/100=0.00697\,a_0^2$, about $19.5\ \mathrm{pm}^2$. Integrating (\ref{dsdo}) over angle gives the following Born cross sections in $a_0^2$. The last column is the error of $B/E$ relative to the Born value for 2s.

\begin{center}
\begin{tabular}{rcccc}
$E$ (hartree) & 2p & 2s & 2p/2s & 2s error\\
10 & 1.2151 & 0.06863 & 17.7 & 1.60\%\\
100 & 0.2018 & 0.00696 & 29.0 & 0.157\%\\
1000 & 0.02821 & 0.000697 & 40.5 & 0.016\%
\end{tabular}
\end{center}

The 2s error is positive because $C<0$, and its leading size is $-C/(BE)=0.156/E$. For 2p, where $C=0$, the error is already below 0.001\% at 10 hartree. This measures the expansion against the Born integral; it does not show that the Born approximation is accurate there.

The closed forms give $A_{2p}/B_{2s}=5$, so the ratio of the cross sections should grow by $5\ln10=11.5$ per decade of energy. The table shows increases of 11.3 and 11.5.

Splitting the integral at $q=0.3$ locates the growth. From 100 to 1000 hartree, the part of $E\sigma_{2p}$ below the split rises from 16.136 to 24.164, an increase of $8.028=A\ln10$. The part above stays at 4.044. Meanwhile $q_{\min}$ falls from 0.0265 to 0.0084, opening the region where $f$ is close to $f_0$. For 2s the part below the split changes only from 0.1231 to 0.1241, and the part above remains 0.5732. The impact-parameter integral (\ref{impact}), evaluated from the potential, also gives $B_{2s}=0.6973$.

The $n=3$ levels follow the same rule: $A=0.559$ for 3p, while 3s and 3d have $A=0$ with $B=0.138$ and $0.107$. For 3p, $B=0.765$, and $C=-0.0207$, $-0.0621$ and $-0.0414$ for 3s, 3p and 3d, so the vanishing of $C$ is special to 2p.

\section{Where the result fails}

The expansion requires $E\gg\omega$ and a $q_{\min}$ small on the scale over which $f$ changes. Neither condition guarantees the Born approximation itself. Repeated interactions and exchange are left out, and $C$ is a coefficient of the first Born cross section, not a complete correction of order $E^{-2}$. An Ochkur estimate of exchange, which multiplies the differential cross section by $1-q^2/k^2+q^4/k^4$, lowers the 2s value by about 2.6\% at 10 hartree and 0.3\% at 100 hartree, more than the $C$ term does.

There is also an upper limit. The electron speed is 0.10 of the speed of light at 100 hartree, but the nonrelativistic relation $v=\sqrt{2E}$ gives 0.33 at 1000 hartree. The last row of the table therefore checks the mathematics of the expansion, while a physical cross section at that energy needs relativistic kinematics and interactions. Replacing $E$ by $v^2/2$ with the relativistic speed raises $B/E$ for 2s by about 8\% at 1000 hartree and 0.8\% at 100 hartree. The latter already exceeds the 0.157\% in the table, and with this correction a pure $1/E$ extrapolation of 2s from 100 to 1000 hartree is about 7\% low.

Finally, the $B/E$ law for forbidden transitions needs a nonzero $F$. If the transition changes the total spin of an atom without spin--orbit coupling, $F$ vanishes for every $q$, since the operator in (\ref{gos}) does not act on spin. Then $A=B=C=0$ in this model, and the excitation must come from exchange or from spin-dependent forces.

\section*{Numbers as computed}
\begin{verbatim}
Hydrogen from 1s; hartree atomic units unless stated
2s: w = 0.375000 hartree, f0 = 0.000000, f1 = 0.184976 a0^2, L = 0.083239
2s: A = 0.000000, B = 0.697344 hartree a0^2, C = -0.10896 hartree^2 a0^2
2s: C from angular integration at E = 1000: -0.10897 hartree^2 a0^2
2p: w = 0.375000 hartree, f0 = 0.416197, f1 = -1.109858 a0^2, L = -0.612809
2p: A = 3.486721, B = 4.122708 hartree a0^2, C = -0.00000 hartree^2 a0^2
2p: C from angular integration at E = 1000: -0.00001 hartree^2 a0^2
3s: w = 0.444444 hartree, f0 = 0.000000, f1 = 0.029663 a0^2, L = 0.019587
3s: A = 0.000000, B = 0.138453 hartree a0^2, C = -0.02071 hartree^2 a0^2
3s: C from angular integration at E = 1000: -0.02071 hartree^2 a0^2
3p: w = 0.444444 hartree, f0 = 0.079102, f1 = -0.088989 a0^2, L = -0.074835
3p: A = 0.559136, B = 0.765425 hartree a0^2, C = -0.06213 hartree^2 a0^2
3p: C from angular integration at E = 1000: -0.06213 hartree^2 a0^2
3d: w = 0.444444 hartree, f0 = 0.000000, f1 = 0.059326 a0^2, L = 0.015067
3d: A = 0.000000, B = 0.106502 hartree a0^2, C = -0.04142 hartree^2 a0^2
3d: C from angular integration at E = 1000: -0.04142 hartree^2 a0^2
2s: B from impact parameters = 0.697344 hartree a0^2
2p potential times R^2 / dipole moment at R = 20 a0: 1.000000
E = 10 hartree, 2p: Born 1.21511283, Bethe 1.21511813 a0^2, deviation 0.00044 %
E = 10 hartree, 2s: Born 0.06863444, Bethe 0.06973443 a0^2, deviation 1.60268 %
E = 10 hartree: ratio 2p/2s (Born) = 17.7041
E = 100 hartree, 2p: Born 0.20179654, Bethe 0.20179654 a0^2, deviation 0.00000 %
E = 100 hartree, 2s: Born 0.00696254, Bethe 0.00697344 a0^2, deviation 0.15664 %
E = 100 hartree: ratio 2p/2s (Born) = 28.9832
E = 1000 hartree, 2p: Born 0.02820813, Bethe 0.02820813 a0^2, deviation 0.00000 %
E = 1000 hartree, 2s: Born 0.00069724, Bethe 0.00069734 a0^2, deviation 0.01563 %
E = 1000 hartree: ratio 2p/2s (Born) = 40.4571
2p: slope of E*sigma in ln E, 100 to 1000 hartree: 3.486722 hartree a0^2
2p, E = 100: E*sigma below q = 0.3 is 16.135540, above 4.044114 hartree a0^2
2p, E = 1000: E*sigma below q = 0.3 is 24.164013, above 4.044114 hartree a0^2
2s: slope of E*sigma in ln E, 100 to 1000 hartree: 0.000426 hartree a0^2
2s, E = 100: E*sigma below q = 0.3 is 0.123087, above 0.573166 hartree a0^2
2s, E = 1000: E*sigma below q = 0.3 is 0.124069, above 0.573166 hartree a0^2
E = 100, n = 2: q_min = 0.026541, q_max = 28.2577 1/a0
E = 1000, n = 2: q_min = 0.008386, q_max = 89.4343 1/a0
E = 100 hartree = 2721.1 eV, speed/c = 0.1032
2p: Born cross section at 100 hartree = 565.088 pm^2
2s: Born cross section at 100 hartree = 19.497 pm^2
\end{verbatim}
